# Overlaps and orbital energies in real-time Kohn-Sham propagation: a program that tests the result

```python
"""
Result under test: time-dependent Kohn-Sham orbitals driven by ONE common
Hermitian Hamiltonian H(t) keep their overlaps without reorthogonalization,
and the values e_j = <phi_j|H|phi_j> are not physical levels: they change under
mixing of equally occupied orbitals and under gauge changes at fixed density.

Model (Hartree atomic units): 4 electrons, 2 doubly occupied orbitals, 1D trap
v(x) = 0.05 x^2 + 0.01 x^3 + 0.002 x^4, repulsion 1/sqrt(x^2+1), adiabatic
local-density exchange of that interaction, no correlation.
Columns of c are orbitals on the grid with sum |c|^2 = 1.
A, E: vector potential and field, E = -dA/dt; electron charge is -1.
Lambda = c^dagger H c is the matrix of H between occupied orbitals.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import iti0k0, k0, k1

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
N, BOX = 64, 24.0
dx = BOX / N
x = -BOX / 2 + dx * np.arange(N)
k = 2 * np.pi * np.fft.fftfreq(N, dx)
F = np.fft.fft(np.eye(N), norm="ortho")
T = (F.conj().T @ ((k**2 / 2)[:, None] * F)).real
k_odd = k.copy()
k_odd[N // 2] = 0.0          # the highest grid wave has no definite direction
P = F.conj().T @ (k_odd[:, None] * F)
v_trap = 0.05 * x**2 + 0.01 * x**3 + 0.002 * x**4
w = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
A0, OMEGA, T_PULSE, T_END, SAVE = 0.2, 0.5, 20.0, 30.0, 0.5


def v_exchange(n):
    return -iti0k0(np.pi * np.maximum(n, 1e-30))[1] / np.pi


def e_exchange(n):
    """Exchange energy per length."""
    y = np.pi * np.maximum(n, 1e-30)
    return n * v_exchange(n) + (1 - y * k1(y)) / np.pi**2


def density(c, occ=(2.0, 2.0)):
    return (np.abs(c)**2) @ np.array(occ) / dx


def v_hx(n):
    return w @ (n * dx) + v_exchange(n)


def pulse(t):
    if t <= 0 or t >= T_PULSE:
        return 0.0, 0.0
    b = np.pi / T_PULSE
    s = np.sin(b * t)
    A = A0 * s**2 * np.sin(OMEGA * t)
    dA = A0 * (b * np.sin(2 * b * t) * np.sin(OMEGA * t)
               + s**2 * OMEGA * np.cos(OMEGA * t))
    return A, -dA


def ham(t, c, gauge="length", driven=True, slope=0.0):
    """Common Hamiltonian; slope*t is an optional uniform potential."""
    A, E = pulse(t) if driven else (0.0, 0.0)
    v = v_trap + v_hx(density(c)) + slope * t
    if gauge == "length":
        return T + np.diag(v + E * x)
    return T + A * P + np.diag(v + A**2 / 2)


def common(**options):
    return lambda t, c: -1j * (ham(t, c, **options) @ c)


def parallel_transport(t, c):
    hc = ham(t, c) @ c
    return -1j * (hc - c @ (c.conj().T @ hc))


def self_potentials(c):
    """Perdew-Zunger correction: own Hartree plus own spin-polarized exchange."""
    q = np.abs(c)**2
    return w @ q + v_exchange(2 * q / dx)


def orbital_specific(t, c):
    return -1j * (ham(t, c) @ c - self_potentials(c) * c)


absorber = 0.01 * x**2


def absorbing(t, c):
    return -1j * (ham(t, c) @ c) - absorber[:, None] * c


def rk4(c, t, dt, f):
    a = f(t, c)
    b = f(t + dt / 2, c + dt / 2 * a)
    d = f(t + dt / 2, c + dt / 2 * b)
    e = f(t + dt, c + dt * d)
    return c + dt / 6 * (a + 2 * b + 2 * d + e)


def crank_nicolson(c, t, dt, f=None):
    def cayley(H, state, h):
        one = np.eye(N)
        return np.linalg.solve(one + 0.5j * h * H, state - 0.5j * h * (H @ state))
    middle = cayley(ham(t, c), c, dt / 2)
    return cayley(ham(t + dt / 2, middle), c, dt)


def run(c, dt, f, t_end=T_END, reorth=False, stepper=rk4):
    """Orbitals saved every SAVE time units."""
    every = round(SAVE / dt)
    c = c.astype(complex)
    saved = [c]
    for step in range(round(t_end / dt)):
        c = stepper(c, step * dt, dt, f)
        if reorth:
            c = np.linalg.qr(c)[0]
        if (step + 1) % every == 0:
            saved.append(c)
    return np.array(saved)


def overlap_error(states):
    return max(np.abs(c.conj().T @ c - np.eye(2)).max() for c in states)


def lam(c, t, **options):
    return c.conj().T @ ham(t, c, **options) @ c


def levels(c, t, **options):
    return np.diag(lam(c, t, **options)).real


def total_energy(c):
    n = density(c)
    one_body = 2 * np.trace(c.conj().T @ (T + np.diag(v_trap)) @ c).real
    return one_body + 0.5 * dx**2 * n @ w @ n + dx * e_exchange(n).sum()


def dn(a, b):
    return np.abs(density(a) - density(b)).max()


# Exchange formula against the exchange integral of the uniform gas
n_test = 0.5
hole = quad(lambda r: (n_test * np.sinc(n_test * r / 2))**2 / np.sqrt(r * r + 1),
            0, 400, limit=2000)[0]
ex_quad = -0.5 * hole
ex_formula = float(e_exchange(np.array([n_test]))[0])
assert abs(ex_quad - ex_formula) < 2e-6      # integral is cut at r = 400

# Ground state
n = np.exp(-x**2 / 8)
n *= 4 / (n.sum() * dx)
for iteration in range(2000):
    eps, orb = np.linalg.eigh(T + np.diag(v_trap + v_hx(n)))
    n_new = density(orb[:, :2])
    residual = np.abs(n_new - n).max()
    if residual < 1e-11:
        break
    n = n + 0.1 * (n_new - n)
assert residual < 1e-11
c0 = orb[:, :2]

# Overlaps with a common Hermitian Hamiltonian, no reorthogonalization
coarse = run(c0, 0.02, common())
main = run(c0, 0.01, common())
drift_coarse, drift_main = overlap_error(coarse), overlap_error(main)
assert drift_main < 1e-6 and drift_coarse / drift_main > 12

# Reorthonormalizing hides the drift but leaves the density error
forced = run(c0, 0.02, common(), reorth=True)
err_plain, err_forced = dn(coarse[-1], main[-1]), dn(forced[-1], main[-1])
assert overlap_error(forced) < 1e-12 and err_forced > 0.3 * err_plain

# A unitary propagator with a large step: perfect overlaps, poor density
cn = run(c0, 0.25, None, stepper=crank_nicolson)
err_cn = dn(cn[-1], main[-1])
assert overlap_error(cn) < 1e-11 and err_cn > 1e-3

# Broken assumptions: orbital-specific and non-Hermitian Hamiltonians
h = 1e-3


def overlap_rate(f):
    plus, minus = rk4(c0 + 0j, 0, h, f), rk4(c0 + 0j, 0, -h, f)
    return (plus.conj().T @ plus - minus.conj().T @ minus) / (2 * h)


u = self_potentials(c0)
rate_sic = overlap_rate(orbital_specific)[0, 1]
rate_sic_formula = 1j * np.sum(c0[:, 0] * (u[:, 1] - u[:, 0]) * c0[:, 1])
assert abs(rate_sic - rate_sic_formula) < 1e-6 and abs(rate_sic) > 1e-4
rate_abs = overlap_rate(absorbing)
assert np.abs(rate_abs + 2 * c0.T @ (absorber[:, None] * c0)).max() < 1e-5
sic_a = overlap_error(run(c0, 0.02, orbital_specific, t_end=10))
sic_b = overlap_error(run(c0, 0.01, orbital_specific, t_end=10))
assert sic_b > 1e-3 and abs(sic_a / sic_b - 1) < 1e-3

# Orbital mixing, constant and time dependent
t_s = 12.0
i_s = round(t_s / SAVE)
A_s, E_s = pulse(t_s)
angle = np.pi / 6
U = np.array([[np.cos(angle), -np.sin(angle)], [np.sin(angle), np.cos(angle)]])
mixed = run(c0 @ U, 0.02, common())
L_coarse = lam(coarse[i_s], t_s)
e_main, e_mixed = levels(main[i_s], t_s), levels(mixed[i_s], t_s)
assert max(dn(a, b) for a, b in zip(mixed, coarse)) < 1e-9
assert np.abs(e_mixed - np.diag(U.T @ L_coarse @ U).real).max() < 1e-9
assert np.abs(e_mixed - e_main).max() > 1e-2
assert abs(e_mixed.sum() - e_main.sum()) < 1e-4
unequal = np.abs(density(c0, (2, 1)) - density(c0 @ U, (2, 1))).max()
assert unequal > 1e-2

pt = run(c0, 0.02, parallel_transport)
e_pt = levels(pt[i_s], t_s)
V = main[i_s].conj().T @ pt[i_s]
assert max(dn(a, b) for a, b in zip(pt, main)) < 1e-4
assert np.abs(V.conj().T @ V - np.eye(2)).max() < 1e-4
assert np.abs(e_pt - np.diag(V.conj().T @ lam(main[i_s], t_s) @ V).real).max() < 1e-4
eig_main = np.linalg.eigvalsh(lam(main[i_s], t_s))
eig_pt = np.linalg.eigvalsh(lam(pt[i_s], t_s))
assert np.abs(eig_main - eig_pt).max() < 1e-4

# Gauge changes
slope = 0.01
shifted = run(c0, 0.02, common(slope=slope))
e_shift = levels(shifted[i_s], t_s, slope=slope)
assert max(dn(a, b) for a, b in zip(shifted, main)) < 1e-4
assert np.abs(e_shift - e_main - slope * t_s).max() < 1e-4
velocity = run(c0, 0.02, common(gauge="velocity"))
e_vel = levels(velocity[i_s], t_s, gauge="velocity")
x_orb = x @ np.abs(main[i_s])**2
dn_vel = max(dn(a, b) for a, b in zip(velocity, main))
assert dn_vel < 1e-4
assert np.abs(e_vel - (e_main - E_s * x_orb)).max() < 1e-4
gap_main, gap_vel = e_main[1] - e_main[0], e_vel[1] - e_vel[0]
assert abs(gap_main - gap_vel) > 1e-3
eig_vel = np.linalg.eigvalsh(lam(velocity[i_s], t_s, gauge="velocity"))
assert np.abs(eig_vel - eig_main).max() > 1e-3
assert np.abs(levels(velocity[-1], T_END, gauge="velocity")
              - levels(main[-1], T_END)).max() < 1e-4

# After the pulse: constant total energy, moving orbital values
after = range(round(T_PULSE / SAVE), len(main))
energy_after = np.array([total_energy(main[i]) for i in after])
e_after = np.array([levels(main[i], i * SAVE) for i in after])
assert np.ptp(energy_after) < 1e-6 and np.ptp(e_after, axis=0).min() > 1e-3
c25 = main[round(25 / SAVE)]
up, down = rk4(c25, 25, 0.01, common()), rk4(c25, 25, -0.01, common())
slope_direct = (levels(up, 25.01) - levels(down, 24.99)) / 0.02
dv = (v_hx(density(up)) - v_hx(density(down))) / 0.02
slope_formula = dv @ np.abs(c25)**2
assert np.abs(slope_direct - slope_formula).max() < 1e-4

# Resonances from the dipole after a weak kick, against linear response
kick = 1e-3
kicked = run(c0 * np.exp(-1j * kick * x)[:, None], 0.02, common(driven=False))
times = SAVE * np.arange(len(kicked))
dipole = np.array([x @ density(c) * dx for c in kicked])
dipole -= x @ density(c0) * dx
pairs = np.array([orb[:, i] * orb[:, a] for i in range(2) for a in range(2, N)])
gaps = np.array([eps[a] - eps[i] for i in range(2) for a in range(2, N)])
fx = -k0(np.pi * np.maximum(density(c0), 1e-30)) / dx
coupling = pairs @ (w + np.diag(fx)) @ pairs.T
root = np.sqrt(gaps)
omega2, modes = np.linalg.eigh(np.diag(gaps**2)
                               + 4 * root[:, None] * coupling * root[None, :])
omega = np.sqrt(omega2)
strength = 4 * ((pairs @ x * root) @ modes)**2
bare_strength = 4 * gaps * (pairs @ x)**2


def kicked_dipole(freq, f):
    return -kick * np.sin(np.outer(times, freq)) @ (f / freq)


scale = np.abs(dipole).max()
miss_lr = np.abs(dipole - kicked_dipole(omega, strength)).max() / scale
miss_bare = np.abs(dipole - kicked_dipole(gaps, bare_strength)).max() / scale
assert miss_lr < 5e-3 and miss_bare > 0.1
assert abs(strength.sum() - 4) < 1e-3
top, top_bare = np.argmax(strength), np.argmax(bare_strength)


def show(label, values, unit="hartree", form=".5f"):
    text = ", ".join(format(float(v), form) for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


print("Atomic units; pairs of values are for orbitals 1, 2")
show("grid points, box length", [N, BOX], "(length in bohr)", ".0f")
show("pulse A0, frequency, duration", [A0, OMEGA, T_PULSE], "a.u.", ".2f")
show("exchange energy/length at n=0.5, quadrature", ex_quad, "hartree/bohr", ".6f")
show("exchange energy/length at n=0.5, formula", ex_formula, "hartree/bohr", ".6f")
show("ground-state eigenvalues 1, 2, 3", eps[:3])
show("ground-state total energy", total_energy(c0))
show("overlap error, RK4 step 0.02", drift_coarse, "", ".2e")
show("overlap error, RK4 step 0.01", drift_main, "", ".2e")
show("ratio of these errors", drift_coarse / drift_main, "", ".1f")
show("overlap error, RK4 0.02 reorthonormalized", overlap_error(forced), "", ".1e")
show("final density error, RK4 0.02 plain", err_plain, "1/bohr", ".2e")
show("final density error, RK4 0.02 reorthonorm.", err_forced, "1/bohr", ".2e")
show("overlap error, Crank-Nicolson step 0.25", overlap_error(cn), "", ".1e")
show("final density error, Crank-Nicolson 0.25", err_cn, "1/bohr", ".2e")
show("orbital-specific H: Im dS12/dt at t=0, direct", rate_sic.imag, "a.u.", ".6f")
show("orbital-specific H: same, formula", rate_sic_formula.imag, "a.u.", ".6f")
show("orbital-specific H: overlap error to t=10, steps 0.02, 0.01",
     [sic_a, sic_b], "", ".5f")
show("absorber 0.01 x^2: dS11/dt, dS22/dt, dS12/dt at t=0",
     [rate_abs[0, 0].real, rate_abs[1, 1].real, rate_abs[0, 1].real], "a.u.")
show("sample time", t_s, "a.u.", ".1f")
show("A and E at sample time", [A_s, E_s], "a.u.")
show("values, original orbitals, length gauge", e_main)
show("values, orbitals mixed by 30 degrees", e_mixed)
show("values, parallel-transport orbitals", e_pt)
show("values, uniform potential 0.01 t added", e_shift)
show("values, velocity gauge", e_vel)
show("<x> of original orbitals", x_orb, "bohr")
show("sum of values: original, mixed, velocity",
     [e_main.sum(), e_mixed.sum(), e_vel.sum()])
show("eigenvalues of Lambda, length gauge", eig_main)
show("eigenvalues of Lambda, velocity gauge", eig_vel)
show("difference 2-1: length, velocity", [gap_main, gap_vel])
show("difference 2-1: length, velocity", np.array([gap_main, gap_vel]) * HARTREE_EV,
     "eV", ".3f")
show("difference 2-1, mixed orbitals", e_mixed[1] - e_mixed[0])
show("largest density difference velocity-length", dn_vel, "1/bohr", ".1e")
show("density change if occupations 2,1 are mixed", unequal, "1/bohr", ".4f")
show("total energy after pulse", energy_after[0])
show("its spread from t=20 to 30", np.ptp(energy_after), "hartree", ".1e")
show("orbital 1 after pulse, min, max", [e_after[:, 0].min(), e_after[:, 0].max()])
show("orbital 2 after pulse, min, max", [e_after[:, 1].min(), e_after[:, 1].max()])
show("d(value)/dt at t=25, direct", slope_direct, "a.u.")
show("d(value)/dt at t=25, formula", slope_formula, "a.u.")
show("kick strength", kick, "a.u.", ".4f")
show("strongest resonance, linear response", omega[top])
show("strongest resonance, linear response", omega[top] * HARTREE_EV, "eV", ".3f")
show("its oscillator strength and the sum", [strength[top], strength.sum()], "", ".4f")
show("strongest bare orbital difference", gaps[top_bare])
show("relative dipole misfit: linear response, bare", [miss_lr, miss_bare], "", ".5f")
print("success")
```

Output:

```
Atomic units; pairs of values are for orbitals 1, 2
grid points, box length: 64, 24 (length in bohr)
pulse A0, frequency, duration: 0.20, 0.50, 20.00 a.u.
exchange energy/length at n=0.5, quadrature: -0.162844 hartree/bohr
exchange energy/length at n=0.5, formula: -0.162844 hartree/bohr
ground-state eigenvalues 1, 2, 3: 1.81969, 2.00842, 2.26928 hartree
ground-state total energy: 4.16512 hartree
overlap error, RK4 step 0.02: 6.94e-08
overlap error, RK4 step 0.01: 2.55e-09
ratio of these errors: 27.2
overlap error, RK4 0.02 reorthonormalized: 1.4e-15
final density error, RK4 0.02 plain: 1.01e-06 1/bohr
final density error, RK4 0.02 reorthonorm.: 1.02e-06 1/bohr
overlap error, Crank-Nicolson step 0.25: 4.1e-15
final density error, Crank-Nicolson 0.25: 1.90e-01 1/bohr
orbital-specific H: Im dS12/dt at t=0, direct: -0.026236 a.u.
orbital-specific H: same, formula: -0.026236 a.u.
orbital-specific H: overlap error to t=10, steps 0.02, 0.01: 0.20265, 0.20265
absorber 0.01 x^2: dS11/dt, dS22/dt, dS12/dt at t=0: -0.05210, -0.14847, 0.03567 a.u.
sample time: 12.0 a.u.
A and E at sample time: -0.05055, -0.09201 a.u.
values, original orbitals, length gauge: 1.87318, 2.21380 hartree
values, orbitals mixed by 30 degrees: 2.08331, 2.00366 hartree
values, parallel-transport orbitals: 1.79702, 2.28996 hartree
values, uniform potential 0.01 t added: 1.99318, 2.33380 hartree
values, velocity gauge: 1.80379, 2.06689 hartree
<x> of original orbitals: -0.75415, -1.59673 bohr
sum of values: original, mixed, velocity: 4.08698, 4.08698, 3.87068 hartree
eigenvalues of Lambda, length gauge: 1.71895, 2.36802 hartree
eigenvalues of Lambda, velocity gauge: 1.75178, 2.11890 hartree
difference 2-1: length, velocity: 0.34062, 0.26310 hartree
difference 2-1: length, velocity: 9.269, 7.159 eV
difference 2-1, mixed orbitals: -0.07965 hartree
largest density difference velocity-length: 1.0e-06 1/bohr
density change if occupations 2,1 are mixed: 0.1506 1/bohr
total energy after pulse: 4.45084 hartree
its spread from t=20 to 30: 1.3e-08 hartree
orbital 1 after pulse, min, max: 1.75787, 1.92703 hartree
orbital 2 after pulse, min, max: 2.10265, 2.15240 hartree
d(value)/dt at t=25, direct: 0.02446, 0.01555 a.u.
d(value)/dt at t=25, formula: 0.02446, 0.01555 a.u.
kick strength: 0.0010 a.u.
strongest resonance, linear response: 0.40203 hartree
strongest resonance, linear response: 10.940 eV
its oscillator strength and the sum: 3.8646, 4.0000
strongest bare orbital difference: 0.26086 hartree
relative dipole misfit: linear response, bare: 0.00020, 2.42122
success
```
